# Born effective charges: the acoustic sum rule and its k-mesh residue

A one-dimensional model crystal has two ions of charge $+1$ and two electrons per cell. Linear response on four k-points gives Born effective charges of $-1.7412$ and $+1.6518$. Their sum is $-0.0894$, although a neutral crystal displaced as a whole should acquire no dipole. On three k-points the sum is $+0.2497$, and on twelve it is $-8\times10^{-6}$. The self-consistency and the response equations are converged in each case. The missing charge is a property of the mesh, and it can be calculated from the filled band alone.

## The statement

Hartree atomic units are used, with electron charge $-1$. The crystal is a nonmagnetic, time-reversal-symmetric insulator with doubly occupied bands, described by a mean-field potential that is local in space and determined by the density, as in Kohn–Sham theory. The ionic potentials may be nonlocal. Ion $\kappa$ has charge $Z_\kappa$ (the valence charge if pseudopotentials are used) and position $\boldsymbol\tau_\kappa$. The cell has volume $\Omega$ and $N_{\rm el}=\sum_\kappa Z_\kappa$ electrons. At zero macroscopic field,

$$Z^*_{\kappa,\alpha\beta}=\Omega\,\frac{\partial P_\alpha}{\partial\tau_{\kappa\beta}} .$$

The sum rule is $\sum_\kappa Z^*_{\kappa,\alpha\beta}=0$. If the response formula with true k-derivatives is summed over $N_k$ points, the result is instead

$$\boxed{\;\sum_\kappa Z^*_{\kappa,\alpha\beta}=\Delta_{\alpha\beta}\equiv\frac{2}{N_k}\sum_{\mathbf k}\sum_n^{\rm occ}\frac{\partial\pi_{n\beta}}{\partial k_\alpha},\qquad \boldsymbol\pi_n(\mathbf k)=\langle\psi_{n\mathbf k}|\mathbf p|\psi_{n\mathbf k}\rangle\;}$$

with $\mathbf p=-i\nabla$ and states normalized over one cell. The zone integral of the right side vanishes; a finite sum in general does not. This concerns formulas containing true k-derivatives. The discretized Berry phase, treated below, obeys the sum rule on any mesh.

## The response formula

Write $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ and $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$. The velocity operator is $\partial_\alpha H_{\mathbf k}$, where $\partial_\alpha=\partial/\partial k_\alpha$. Let $v$ label occupied and $c$ empty states at the same $\mathbf k$.

Move an ion slowly. The density matrix is $P+\delta\rho$, where $P$ projects on the instantaneous occupied states and $\delta\rho$ is of first order in the ion's velocity. The equation of motion $i\dot\rho=[H,\rho]$ gives, at this order, $i\dot P=[H,\delta\rho]$. Its element between $c$ and $v$ is

$$i\langle c|\dot v\rangle=(E_c-E_v)\,\delta\rho_{cv}
\quad\Rightarrow\quad
\delta\rho_{cv}=\frac{i\langle c|\dot v\rangle}{E_c-E_v}.$$

The occupied-occupied and empty-empty blocks of $\delta\rho$ vanish at first order because $\rho^2=\rho$. Time reversal makes the densities produced by $\delta\rho$ at $\mathbf k$ and $-\mathbf k$ opposite, so on a mesh containing both points $\delta\rho$ does not alter the mean field.

Differentiating $(H_{\mathbf k}-E_v)|v\rangle=0$ and projecting on $c$ gives

$$\langle c|\partial_\alpha v\rangle=\frac{\langle c|\partial_\alpha H_{\mathbf k}|v\rangle}{E_v-E_c},
\qquad
\langle v|\partial_\alpha H_{\mathbf k}|c\rangle=(E_v-E_c)\langle\partial_\alpha v|c\rangle .$$

The velocity carried by $\delta\rho$ is therefore

$$\sum_{vc}\langle v|\partial_\alpha H_{\mathbf k}|c\rangle\,\delta\rho_{cv}+{\rm c.c.}
=\sum_{vc}\left(-i\langle\partial_\alpha v|c\rangle\langle c|\dot v\rangle\right)+{\rm c.c.}
=\sum_v 2\,{\rm Im}\langle\partial_\alpha v|Q|\dot v\rangle ,$$

with $Q=1-P$. The last step uses $2\,{\rm Re}(-iw)=2\,{\rm Im}\,w$. The equilibrium velocities $\partial_\alpha E_v$ cancel between $\mathbf k$ and $-\mathbf k$. Dividing by the ion's velocity, and including spin and the electron charge, gives

$$Z^*_{\kappa,\alpha\beta}=Z_\kappa\delta_{\alpha\beta}-\frac{2}{N_k}\sum_{\mathbf k}\sum_v2\,{\rm Im}\left\langle\partial_\alpha u_v\middle|Q\middle|\frac{\partial u_v}{\partial\tau_{\kappa\beta}}\right\rangle. \tag{1}$$

The ionic derivative includes the self-consistent change of the potential. The k-derivative is taken at fixed potential.

## Moving all the ions together

If every ion is displaced by $\mathbf t$, the functions $u_{n\mathbf k}(\mathbf r-\mathbf t)$ are eigenfunctions of the displaced Hamiltonian with unchanged energies. They produce the displaced density, which produces the displaced potential. The rigidly moved solution is thus self-consistent on the same k-mesh, however coarse that mesh is. For an operator carried along by a translation, $V_{\mathbf t}=e^{-i\mathbf p\cdot\mathbf t}Ve^{i\mathbf p\cdot\mathbf t}$, so

$$\sum_\kappa\frac{\partial H_{\mathbf k}}{\partial\tau_{\kappa\beta}}=-i[p_\beta,H_{\mathbf k}] .$$

The kinetic energy can be included in the commutator because it commutes with $\mathbf p$. First-order perturbation theory then gives

$$\sum_\kappa\left\langle c\middle|\frac{\partial u_v}{\partial\tau_{\kappa\beta}}\right\rangle
=\frac{\langle c|-i[p_\beta,H_{\mathbf k}]|v\rangle}{E_v-E_c}
=\frac{-i(E_v-E_c)\langle c|p_\beta|v\rangle}{E_v-E_c}
=-i\langle c|p_\beta|v\rangle .$$

This survives truncation to a finite set of plane waves: $\mathbf p$ is diagonal there, so truncating the potential and commuting it with $\mathbf p$ can be done in either order. It fails if the exchange-correlation potential is evaluated on a real-space grid too coarse to follow a rigid shift. That is a separate source of error, which a denser k-mesh does not remove.

The electronic term in (1), summed over ions, now contains

$$\sum_v2\,{\rm Im}\left(-i\langle\partial_\alpha v|Qp_\beta|v\rangle\right)=-2\,{\rm Re}\sum_v\langle\partial_\alpha v|Qp_\beta|v\rangle .$$

Here $Q$ may be replaced by 1. The difference is $\sum_{vv'}\langle\partial_\alpha v|v'\rangle\langle v'|p_\beta|v\rangle$. Orthonormality makes the matrix $\langle v'|\partial_\alpha v\rangle$ anti-Hermitian, while $\langle v'|p_\beta|v\rangle$ is Hermitian. The trace of such a product is imaginary, so its real part is zero. Since $p_\beta$ does not depend on $\mathbf k$,

$$-2\,{\rm Re}\sum_v\langle\partial_\alpha u_v|p_\beta u_v\rangle=-\partial_\alpha\sum_v\langle u_v|p_\beta|u_v\rangle .$$

Acting with $\mathbf p$ on $e^{i\mathbf k\cdot\mathbf r}u$ adds $\mathbf k$, so $\langle u_v|p_\beta|u_v\rangle=\pi_{v\beta}-k_\beta$, and

$$-\partial_\alpha\sum_v(\pi_{v\beta}-k_\beta)=\sum_v\left(\delta_{\alpha\beta}-\partial_\alpha\pi_{v\beta}\right). \tag{2}$$

The first term says that each electron follows the lattice. The second is the departure from this at a single $\mathbf k$. Inserting (2) in (1), and using the fact that two electrons in each occupied band make $N_{\rm el}$, gives

$$\sum_\kappa Z^*_{\kappa,\alpha\beta}=\left(\sum_\kappa Z_\kappa-N_{\rm el}\right)\delta_{\alpha\beta}+\Delta_{\alpha\beta}. \tag{3}$$

Neutrality removes the bracket, which proves the mesh identity.

## The sum rule in the limit of a dense mesh

In an insulator the occupied states are separated from the empty ones at every $\mathbf k$, so $\sum_v\boldsymbol\pi_v$ is a smooth function of $\mathbf k$. It is also periodic, because $\mathbf k$ and $\mathbf k+\mathbf G$ label the same Bloch states. The integral of the derivative of a smooth periodic function over a full period is zero. Hence $\Delta_{\alpha\beta}\to0$ and $\sum_\kappa Z^*_{\kappa,\alpha\beta}=0$.

Translation invariance supplies the commutator, but two further conditions are needed. If the cell has net charge, (3) shows that the sum equals that charge. If a band is partly filled, the integral ends at a Fermi surface and periodicity no longer removes it. Under both conditions the physical content is simple: a neutral insulator moved as a whole carries no net current.

## What the residue measures

For a local potential $\partial_\beta H_{\mathbf k}=p_\beta+k_\beta$, so the Hellmann–Feynman theorem gives $\pi_{n\beta}=\partial_\beta E_n$ and

$$\Delta_{\alpha\beta}=\frac{2}{N_k}\sum_{\mathbf k}\sum_n^{\rm occ}\frac{\partial^2E_n}{\partial k_\alpha\partial k_\beta}. \tag{4}$$

The missing charge is $N_{\rm el}$ times the mean inverse effective mass of the filled bands on the mesh.

The crystal of the opening has lattice constant $a=6$ bohr. Its ions sit at 0 and 2.4 bohr and attract electrons through Gaussian wells of depth 1.2 and 0.6 hartree, both with standard deviation 0.7 bohr. The electrons also feel a mean field $g\,n(x)$ with $g=0.5$ hartree·bohr. One band is filled, and 25 plane waves are used. On the four-point mesh, finite differences of the band energy at fixed potential give these curvatures:

| $k$ (1/bohr) | $d^2E/dk^2$ (a.u.) |
|---:|---:|
| $-0.5236$ | $-1.5994$ |
| $\pm0.2618$ | $0.3428$ |
| $0$ | $0.7350$ |

Equation (4) then gives

$$\Delta=\tfrac24\left(-1.5994+2\times0.3428+0.7350\right)=-0.0894 ,$$

which is the sum of the two response charges. The zone-boundary point contributes $-1.5994$ and the other three points together $+1.4206$; the imbalance is analysed in (5) below.

With a nonlocal pseudopotential, $\partial_\beta E_n=\pi_{n\beta}+\langle u_n|\partial_\beta V^{\rm nl}_{\mathbf k}|u_n\rangle$. The boxed identity still holds, but (4) does not. A two-dimensional oblique model with separable nonlocal potentials and a displaced $2\times2$ mesh shows the difference. Its two lowest bands are filled at every $\mathbf k$. The second and third bands overlap in energy, so this filling is not the ground state of an insulator, but the mesh identity needs only a gap at each $\mathbf k$ of the mesh. The $xy$ and $yx$ elements of $\sum_\kappa Z^*_\kappa$ are $1.2808$ and $1.3055$, and finite differences of the mean momentum reproduce both. The band-curvature sum is $1.2334$ for each, since second derivatives commute. The residue of a nonlocal calculation therefore need not be a symmetric tensor.

## Size, sign and decay

In one dimension, let the mesh be $k_j=k_0+2\pi j/(Na)$ and expand the filled band as $E(k)=\sum_RE_Re^{ikR}$, where $R$ runs over multiples of $a$. The mesh average of $e^{ikR}$ is $e^{ik_0R}$ when $R$ is a multiple of $Na$, and zero otherwise. Two derivatives bring down $-R^2$, and $E_R=E_{-R}$, so for a local potential

$$\Delta=-4\sum_{l\ge1}(lNa)^2E_{lNa}\cos(k_0lNa). \tag{5}$$

The term $R=0$ is absent, which is the sum rule again. The rest is aliasing: the mesh cannot distinguish an oscillation of period $2\pi/(Na)$ from a constant.

For $N=4$ the mesh contains $k=0$, so all cosines equal 1. A Fourier sum of the band over 96 k-points, in the potential of the four-point calculation, gives $E_{4a}=3.840\times10^{-5}$ hartree. The first term of (5) is

$$-4\times(24)^2\times3.840\times10^{-5}=-0.0885 ,$$

and the first five terms together give $-0.0894$.

Shifting the mesh by half a step makes $k_0Na=\pi$ and reverses the leading term. A self-consistent calculation on the shifted mesh gives $+0.0862$. The magnitude differs from $0.0885$ because the even terms of (5) keep their sign and because this mesh has its own self-consistent potential.

The decay with $N$ follows from continuing $E(k)$ to complex $k$. In this model the lowest band meets the second at a square-root branch point $k_b=\pi/a+i\kappa_b$. For $R<0$, the contour in $E_R=(a/2\pi)\int E(k)e^{-ikR}dk$ can be pushed upward until it wraps the branch cut. Setting $k=k_b+is$ on the cut leaves

$$E_R\propto e^{ik_b|R|}\int_0^\infty\sqrt s\,e^{-s|R|}ds\;\propto\;(-1)^{R/a}\,\frac{e^{-\kappa_b|R|}}{|R|^{3/2}} ,$$

at large $|R|$. The case $R>0$ follows from $E_R=E_{-R}$. On meshes containing $k=0$, the factor $R^2$ of (5) then gives

$$|\Delta|\propto\sqrt N\,e^{-\kappa_bNa}. \tag{6}$$

The factor $(-1)^{R/a}$ makes the leading term of (5) alternate in sign between odd and even $N$ on meshes containing $k=0$. With $E_{4a}>0$, this matches the negative residue on the even meshes and the positive one for $N=3$.

Diagonalizing the Hamiltonian of the four-point potential at complex $k$ and locating the point where the two lowest eigenvalues merge gives $\kappa_b=0.2035$ per bohr. The ratio of $E_{6a}$ to $E_{8a}$, corrected for the power law, gives $0.2045$. Each additional k-point thus multiplies the exponential factor by $e^{-\kappa_ba}=0.295$. From $N=8$ to $N=12$, equation (6) predicts a reduction by $0.295^4\sqrt{12/8}=0.0093$; the self-consistent sums, $-8.99\times10^{-4}$ and $-8.15\times10^{-6}$, have the ratio $0.0091$, about 2% below this asymptotic estimate.

The rate is tied to the gap. Near the zone boundary, a model of two nearly free bands with gap $E_g$ has energies $\pm\sqrt{(\pi q/a)^2+(E_g/2)^2}$ about mid-gap, with $q=k-\pi/a$. These meet at $q=iE_g/(2\pi/a)$. The gap found on the 16-point mesh, 0.208 hartree, gives $0.208/1.047=0.199$ per bohr, close to $\kappa_b$. In this regime halving the gap requires about twice as many k-points for the same exponential factor.

## The individual charges

The sum measures one combination of errors, and the separate charges have their own:

| $N$ | $Z^*_A$ | $Z^*_B$ | sum |
|---:|---:|---:|---:|
| 3 | $-1.2907$ | $1.5403$ | $0.2497$ |
| 4 | $-1.7412$ | $1.6518$ | $-0.0894$ |
| 6 | $-1.6349$ | $1.6258$ | $-0.0091$ |
| 8 | $-1.6240$ | $1.6231$ | $-0.0009$ |
| 16 | $-1.6228$ | $1.6228$ | $0.0000$ |

A simple way to impose the sum rule is to subtract $\Delta/2$ from each charge. For $N=4$ this gives $\mp1.6965$, which is still 4.5% larger in magnitude than the 16-point value. The error of ion $A$ falls from 0.118 to 0.074, while that of ion $B$ rises from 0.029 to 0.074. The subtraction restores neutrality of the response, but it does not replace convergence in k-points.

## The discretized Berry phase

The electronic centre can instead be found from overlaps along the mesh:

$$\bar x=-\frac{a}{2\pi}\,{\rm Im}\ln\prod_{j=0}^{N-1}\langle u_{k_j}|u_{k_{j+1}}\rangle,\qquad u_{k_N}=e^{-2\pi ix/a}u_{k_0}.$$

Displace the crystal by $t$. Overlaps between neighbouring points inside the string do not change, because both functions move together. In the closing overlap the factor $e^{-2\pi ix/a}$ does not move with them. Substituting $x=x'+t$ in the integral brings out $e^{-2\pi it/a}$. The phase of the product changes by $-2\pi t/a$, so $\bar x$ changes by $t$ for any $N$. Two electrons then contribute $-2$ to the sum of charges, and the ions contribute $+2$.

Central differences with ion displacements of $0.002$ bohr give $\mp1.6198$ on four k-points, with a sum of magnitude $8\times10^{-12}$. Each charge still has a mesh error. For ion $A$, the values on 16 and 32 points, extrapolated on the assumption that the error is proportional to $1/N^2$, give $-1.6228$, in agreement with linear response. A vanishing sum is thus no evidence of k-point convergence when this method is used.

## Notes for implementation

The residue can be evaluated without displacing an ion. By the steps leading to (2), $\sum_v\partial_\alpha\pi_{v\beta}=\sum_v(\delta_{\alpha\beta}+2\,{\rm Re}\langle\partial_\alpha u_v|Qp_\beta|u_v\rangle)$, and therefore

$$\Delta_{\alpha\beta}=N_{\rm el}\delta_{\alpha\beta}+\frac{4}{N_k}\sum_{\mathbf k}\sum_v{\rm Re}\langle\partial_\alpha u_v|Qp_\beta|u_v\rangle .$$

The k-derivatives are already available in a calculation of effective charges. The derivation assumes an ordinary eigenvalue problem with orthonormal $u_v$ in a basis where $\mathbf p$ is diagonal, as for norm-conserving pseudopotentials in plane waves. Ultrasoft and PAW schemes, which carry an overlap operator, and atom-centred bases are not covered, and the check that follows applies only within these assumptions. If $\sum_\kappa Z^*_\kappa$ differs from this $\Delta$, the difference has another cause, such as incomplete self-consistency, a coarse exchange-correlation grid or a programming error.

A finite cutoff can leave part of $\Delta$ in place on a dense mesh. With a fixed set of $\mathbf G$ vectors the identity (3) still holds, but the truncated $E(k)$ is not periodic. In one dimension and for a local potential, (4) gives the dense-mesh limit

$$\Delta\to2\,\frac{a}{2\pi}\int_{-\pi/a}^{\pi/a}E''(k)\,dk=\frac a\pi\left[E'(\pi/a)-E'(-\pi/a)\right],$$

which vanishes when the basis is complete enough to restore periodicity. In the self-consistent potential of the 16-point calculation, a 48-point mesh gives $0.014$ with 3 plane waves and $0.052$ with 5. The residue therefore need not fall at each enlargement of a very small basis. With the full 25 plane waves its magnitude is below $10^{-6}$. A residue that persists as k-points are added calls for a test of the cutoff and of the real-space grid.
